# Dielectric breakdown statistics with a gamma-distributed defect density

In the example below, every test line follows a breakdown law with Weibull slope 1.5, yet a straight line through the population's 10% and 90% failure times has slope 1.115. Extrapolated to a product 1000 times longer and a failed fraction of $10^{-4}$, that line predicts 0.0091 s at stress. The population's own law gives 0.215 s, which is 24 times longer. The difference comes from defect densities that vary from one structure to the next.

## Model and conventions

A test structure is a length of dielectric between two metal lines at fixed voltage and temperature. It contains many small cells, any of which can form a breakdown path. A formed path stays formed, and the first one is the failure. The structure has therefore survived to time $t$ if no path has formed by then.

Let $g$ be the defect density of one structure divided by the population mean. It is frozen: it differs between structures but does not change during the test. The mean number of paths formed by time $t$ in a structure of density $g$ is taken as

$$
gx,\qquad x=\left(\frac{t}{\eta}\right)^b .
$$

The power law is an assumption about the cells. It follows, for example, if a path needs $n$ independent traps, each present with a small probability proportional to $t^{\alpha}$. The probabilities multiply, so $b=n\alpha$. Here $g$ scales the chance that a cell is a weak spot where such a path can form. A factor $g$ in the probability of each trap would instead give $g^n$. The scale $\eta$ is the time at which the mean count, averaged over the population, equals one.

With $N$ independent cells, each has formed a path with probability $gx/N$, so

$$
\ln S(t|g)=N\ln\left(1-\frac{gx}{N}\right)=-gx-\frac{(gx)^2}{2N}-\dots
$$

For $(gx)^2\ll 2N$ this is the Poisson survival $S(t|g)=e^{-gx}$. Structures of equal density thus obey a Weibull law of slope $b$.

The relative density is assumed to be gamma distributed with shape $a>0$ and mean 1:

$$
p(g)=\frac{a^a}{\Gamma(a)}\,g^{a-1}e^{-ag}.
$$

The integral $\int_0^\infty g^{s-1}e^{-ag}dg=\Gamma(s)/a^s$ gives $\langle g\rangle=\Gamma(a+1)/[a\Gamma(a)]=1$ and $\langle g^2\rangle=\Gamma(a+2)/[a^2\Gamma(a)]=1+1/a$. The variance is therefore $1/a$, and a small $a$ means strong clustering of defects in some structures.

## Averaging the survival

The population survival is the average of $e^{-gx}$:

$$
S=\frac{a^a}{\Gamma(a)}\int_0^\infty g^{a-1}e^{-(a+x)g}\,dg .
$$

Substitute $v=(a+x)g$. The factor $g^{a-1}dg$ becomes $(a+x)^{-a}v^{a-1}dv$, and the remaining integral is $\Gamma(a)$. Hence

$$
S=\left(\frac{a}{a+x}\right)^a,\qquad
F=1-\left[1+\frac{1}{a}\left(\frac{t}{\eta}\right)^b\right]^{-a}.
$$

For $a\to\infty$ at fixed $x$, $a\ln(1+x/a)=x-x^2/(2a)+\dots$ tends to $x$, and the Weibull law $F=1-e^{-x}$ returns.

For early times, expand the power to second order:

$$
S=1-x+\frac{a(a+1)}{2}\frac{x^2}{a^2}-\dots,\qquad
F=x-\left(1+\frac1a\right)\frac{x^2}{2}+\dots
$$

Thus $F\simeq(t/\eta)^b$ when $x$ is small compared with both 1 and $a$. The leading term does not contain $a$, because the first failures depend on the mean density alone.

## Slope on the Weibull plot

A Weibull plot shows $W=\ln H$ against $\ln t$, with $H=-\ln(1-F)$. Write $u=x/a$, so that $H=a\ln(1+u)$ and $du/d\ln t=bu$. Then

$$
\frac{dW}{d\ln t}=\frac1H\frac{dH}{d\ln t}
=\frac{b\,u}{(1+u)\ln(1+u)} .
$$

For small $u$ the denominator is $u+u^2/2+\dots$, and the slope is $b(1-u/2+\dots)$. The condition for slope $b$ is therefore $x\ll a$. For large $u$ the slope tends to $b/\ln u$, which falls slowly towards zero.

Between these limits the slope falls monotonically. With $L=\ln(1+u)$, the logarithmic derivative of the slope with respect to $u$ is

$$
\frac1u-\frac1{1+u}-\frac1{(1+u)L}=\frac{L-u}{u(1+u)L}.
$$

This is negative because $u-L$ vanishes at $u=0$ and has the positive derivative $u/(1+u)$. The curve $W(\ln t)$ is therefore concave. A chord through two of its points, extended to earlier times, lies above the curve and predicts failures too early.

For reading a plot, it helps to eliminate time. Since $1+u=(1-F)^{-1/a}$,

$$
\frac{dW}{d\ln t}=ab\,\frac{1-(1-F)^{1/a}}{-\ln(1-F)} .
$$

## Why the plot bends

Among structures that survive to $t$, the density distribution is proportional to $p(g)e^{-gx}$, that is, to $g^{a-1}e^{-(a+x)g}$. This is again a gamma distribution of shape $a$, now with mean

$$
\bar g(x)=\frac{a}{a+x}=\frac1{1+x/a}.
$$

Dense structures tend to fail first, and the survivors are increasingly clean. To connect this with the slope, differentiate $H=-\ln\langle e^{-gx}\rangle$:

$$
\frac{dH}{dx}=\frac{\langle g e^{-gx}\rangle}{\langle e^{-gx}\rangle}=\bar g(x).
$$

As $H(0)=0$, the ratio $H/x$ is the average of $\bar g$ over the interval from 0 to $x$. With $dx/d\ln t=bx$,

$$
\frac{dW}{d\ln t}=b\,\frac{\bar g(x)}{H/x}.
$$

The slope is $b$ times the survivors' present mean density divided by its average so far, taken over $x$ and not over time. It lies below $b$ because the present value is lower than the earlier ones.

The frozen density is essential. Suppose instead that $g$ were redrawn independently in each of $n$ equal intervals of $x$. The survival would be $[1+x/(na)]^{-na}$, which tends to $e^{-x}$ for large $n$. The spread would remain, but depletion and bend would vanish.

## Percentiles, mean and tail

Solving $F(t_F)=F$ gives

$$
t_F=\eta\left\{a\left[(1-F)^{-1/a}-1\right]\right\}^{1/b}.
$$

At $F=1-e^{-1}$ the result is $\eta[a(e^{1/a}-1)]^{1/b}$, which exceeds $\eta$ for finite $a$. The 63.2% time must therefore not be entered as $\eta$.

At late times $S\simeq a^a(t/\eta)^{-ab}$, a power law. The moments follow from $\langle t^k\rangle=\int_0^\infty S\,d(t^k)$ with $t^k=\eta^k(au)^{k/b}$:

$$
\begin{aligned}
\langle t^k\rangle&=\eta^k a^{k/b}\,\frac kb\int_0^\infty\frac{u^{k/b-1}}{(1+u)^a}\,du\\
&=\eta^k a^{k/b}\,\frac{\Gamma(1+k/b)\,\Gamma(a-k/b)}{\Gamma(a)} .
\end{aligned}
$$

The integral is a beta function and converges for $k<ab$. The tail comes from structures with almost no defects, where $p(g)\propto g^{a-1}$. If every real structure has at least a relative density $g_0$, then $S\le e^{-g_0x}$, and the power law cannot continue indefinitely.

## Example at stress

The parameters are round values in the rough regime of copper lines in porous SiCOH: $\eta=10^4$ s, $b=1.5$ and $a=1.2$ for a 0.01 m test line. The relative standard deviation of the density is $1/\sqrt{1.2}=0.91$. The Weibull column keeps $\eta$ and $b$ and sets $a\to\infty$.

| $F$ | $t_F$ (s) | Weibull (s) | slope | $\bar g$ |
|---|---|---|---|---|
| 0.0001 | 21.55 | 21.55 | 1.500 | 1.000 |
| 0.10 | 2297 | 2231 | 1.436 | 0.916 |
| 0.50 | 9583 | 7832 | 1.139 | 0.561 |
| 0.90 | 36510 | 17440 | 0.667 | 0.147 |
| 0.99 | 143700 | 27680 | 0.382 | 0.022 |

At 90% failure the survivors have 15% of the original mean density, and the slope is less than half of $b$. The 63.2% time is 13460 s, against $\eta=10000$ s. Since $ab=1.8$, the mean exists and equals 18480 s, but the second moment diverges. A sample variance of the failure times then scatters widely and approaches no finite value as the sample grows, so it is a poor basis for estimating the parameters.

As a test that does not use the averaged formula, 100000 structures were simulated by drawing a density, a Poisson number of weak spots and their activation times, and recording the first activation. The median was 9627 s, within 0.5% of the analytic 9583 s.

## Scaling to a longer product

Let the product be $m$ times longer than the test line. Consider two simple cases of how the density may vary along it.

If one density applies to the whole product, the mean count becomes $mgx$, and

$$
S_{\rm common}=\left(1+\frac{mx}{a}\right)^{-a}.
$$

Every percentile time is then multiplied by $m^{-1/b}$. If instead each of the $m$ segments draws its own density, the survivals multiply:

$$
S_{\rm blocks}=\left(1+\frac xa\right)^{-ma}
=\left(1+\frac{mx}{ma}\right)^{-ma}.
$$

This is the same law with mean count $mx$ and shape $ma$, so the product is closer to Weibull. An intermediate case has $k$ equal regions, each with its own density of shape $a$. It gives $H=c\ln(1+y/c)$ with $c=ka$ and $y=mx$. With $w=y/c$, its derivative with respect to $c$ is $\ln(1+w)-w/(1+w)$. This vanishes at $w=0$ and has derivative $w/(1+w)^2>0$, so it is positive. At a given time, $H$ and the failed fraction therefore rise with $k$, and the two extreme cases are bounds within this family.

To leading order all cases give $F\simeq mx$. For $m=1000$ and $F=10^{-4}$, the test-line time of 21.55 s is divided by $1000^{1/1.5}=100$, giving 0.215 s. Both cases agree to this accuracy. At $F=0.5$ they differ: 95.8 s for a common density and 78.3 s for independent segments. Low-percentile scaling thus does not require knowledge of the clustering length, but the product's median does.

The straight-line estimate quoted at the start can now be traced. At 10% and 90%, $H$ is 0.1054 and 2.303, so the line has slope

$$
\beta=\frac{\ln(2.303/0.1054)}{\ln(36510/2297)}=1.115 .
$$

The product target requires $H=10^{-4}/1000=10^{-7}$ per test line, to leading order. The line gives

$$
t=2297\ {\rm s}\times\left(\frac{10^{-7}}{0.1054}\right)^{1/1.115}=0.0091\ {\rm s}.
$$

The error is pessimistic, as concavity requires. Its size depends on how the line is drawn: a maximum-likelihood Weibull fit to a large sample is low by a factor of about 4 if the test stops at the median and about 50 if it stops at 90%. The sign holds for this single concave law. A separate early-failure mode, too rare to appear in the sample, could make either extrapolation optimistic.

## Fitting the three parameters

Differentiating $F$ gives the probability density of failure times,

$$
f(t)=\frac{dF}{dx}\frac{dx}{dt}=\frac{bx}{t}\left(1+\frac xa\right)^{-a-1}.
$$

For independent structures with failures at $t_i$ and tests stopped without failure at $t_j$, the log-likelihood is

$$
\begin{aligned}
\ell={}&\sum_i\left[\ln\frac{b x_i}{t_i}-(a+1)\ln\left(1+\frac{x_i}{a}\right)\right]\\
&-a\sum_j\ln\left(1+\frac{x_j}{a}\right).
\end{aligned}
$$

Maximize it over $\ln\eta$, $\ln b$ and $\ln a$, which keeps the parameters positive. With few failures or tests stopped early, the likelihood may keep rising as $a\to\infty$. The data then do not resolve a bend, and no finite best value of $a$ exists. Evaluate $\ln(1+x/a)$ with a `log1p` function and small $F$ as $-\mathrm{expm1}[-a\,\mathrm{log1p}(x/a)]$, which avoids subtracting nearly equal numbers.

Unless the sample is very large, the data must reach $x$ comparable with $a$ to determine $a$, since $H=x-x^2/(2a)+\dots$ contains it first in the second term. The low-percentile prediction is sensitive to $b$: at fixed $\eta$, raising $b$ from 1.5 to 1.6 multiplies the product time at $F=10^{-4}$ by 1.96.

## A bend does not identify its cause

Let any frozen multiplier $q$ of the mean count have mean 1 and variance $v$. To second order, $S=1-x+(1+v)x^2/2$. Using $-\ln(1-z)=z+z^2/2+\dots$ with $z=x-(1+v)x^2/2$,

$$
H=x-\frac{(1+v)x^2}{2}+\frac{x^2}{2}=x-\frac{v x^2}{2}.
$$

The first departure from Weibull behaviour depends on the variance alone. For the gamma law $v=1/a$, in agreement with the expansion above.

Line spacing supplies such a multiplier, because it changes the field. Take a normal spread between structures of standard deviation 0.6 nm about 30 nm, at fixed voltage, and let $\eta\propto\exp(-\gamma\sqrt E)$ with $\gamma=16\ (\mathrm{cm/MV})^{1/2}$. The resulting relative variance of the count is 0.273, against 0.833 from clustering. For independent causes the mean squares multiply, so

$$
v=(1+0.833)(1+0.273)-1=1.33 .
$$

A fit confined to the earliest part of the bend would approach $a=1/1.33=0.75$ instead of 1.2. A fit over a wider range returns a larger $a$, but it can absorb part of the spacing variation in a value of $b$ below 1.5, which distorts the low-percentile prediction. Spacing variation without clustering already lowers the slope at 90% failure from 1.5 to 1.22. Attributing the bend to defects therefore requires further evidence, such as a separate measurement of spacing.

## From stress to use, and the real case

At 12 V across 30 nm the field is 4 MV/cm; at 1.2 V it is 0.4 MV/cm. The square-root law used above lengthens life by

$$
\exp[16(\sqrt4-\sqrt{0.4})]=3.2\times10^9 .
$$

A linear law $\eta\propto\exp(-\gamma_1E)$ with the same slope at stress has $\gamma_1=\gamma/(2\sqrt4)=4$ cm/MV and gives $\exp(4\times3.6)=1.8\times10^6$. Cooling from 398 K to 378 K adds a factor 2.16 if the activation energy is 0.5 eV at both fields. Where the field lowers the barrier, the activation energy is higher at use and the factor is larger. If barrier lowering causes the whole field factor, the energy at use is 0.5 eV plus $kT$ at 398 K times the logarithm of that factor. This gives 1.25 eV for the square-root law and 0.99 eV for the linear law, and temperature factors of 6.9 and 4.6. With the factor 2.16, and $a$ and $b$ held fixed, the product time of 0.215 s becomes $1.5\times10^9$ s (47 years) or $8.4\times10^5$ s (0.026 years). The two differ by a factor of about 1800, and the failure distribution at one stress cannot in practice choose between them.

Set beside real copper interconnects in porous SiCOH, a spacing of tens of nanometres and a stress of a few MV/cm are realistic, while 1.2 V is high for the core supply of advanced logic. The values of $a$, $b$, $\gamma$ and the activation energy depend on the process and must be measured; neither projected life is a claim about a product. Real lines break the assumption of identical geometry. With $\eta$ kept at its nominal-spacing value, the 0.6 nm spread shortens the test-line time at $F=10^{-7}$, the level the product target requires, by 8%, and lengthens the 90% time by 6%. A structure 1 K cooler at stress lives 3.7% longer. The Poisson limit costs far less: with assumed 1 nm cells on a face 60 nm high, $N=6\times10^8$, and at the 99% time $H$ for $g=1$ changes by $2.5\times10^{-6}$. The power law for the cells is a stronger assumption. With five traps per path, and every cell able to form one, each trap needs a probability of about $q=(x/N)^{1/5}=0.04$ at that time; if the probability saturates as $1-e^{-q}$, the mean count is about 9% lower. This is a lower bound. If only one cell in $10^4$ is a weak spot, $q=0.25$ and the count is about 45% lower. Among these effects the field law is the largest, provided $b$ is well determined. Sampling error can rival it. In simulated three-parameter fits to this example, the 5% to 95% range of the product time was roughly a factor of 5 either way for 200 structures run to failure, and a factor of 30 either way for 50. The further assumption that $a$ and $b$ are the same at stress and at use can be checked directly only over the fields tested. Spacing variation alone makes the apparent $a$ depend on field: under the square-root law its relative variance falls from 0.273 at 4 MV/cm to 0.024 at 0.4 MV/cm.

The numerical output follows.

## Calculated quantities

```
Shape a: 1.20; early slope b: 1.50 (dimensionless)
Time scale eta at stress: 1.000e+04 s
Relative standard deviation of density: 0.913
Largest relative quadrature deviation: 9.1e-13
Simulated median, 100000 structures: 9627 s
Failed fraction; clustered t (s); Weibull t (s); local slope; mean g of survivors
0.0001; 21.55; 21.55; 1.500; 1.000
0.0100; 467; 465.7; 1.494; 0.992
0.1000; 2297; 2231; 1.436; 0.916
0.5000; 9583; 7832; 1.139; 0.561
0.6321; 1.346e+04; 1e+04; 1.018; 0.435
0.9000; 3.651e+04; 1.744e+04; 0.667; 0.147
0.9900; 1.437e+05; 2.768e+04; 0.382; 0.022
Mean lifetime at stress: 1.848e+04 s
Tail exponent a*b: 1.80 (dimensionless)
Test length: 0.01 m; product: 10.0 m
Length ratio m: 1000; target fraction: 1.0e-04
Product t at F=0.0001: common density 0.21546 s; independent blocks 0.21545 s
Product t at F=0.5000: common density 95.833 s; independent blocks 78.337 s
Slope of line through 10% and 90%: 1.115
Product target time from that line: 0.009139 s
Clustered time / line time: 23.6
Spacing: 30.0 nm; stress: 12.0 V; use: 1.2 V
Stress field: 4.00 MV/cm; use field: 0.40 MV/cm
Stress temperature: 398.15 K; use: 378.15 K
Activation energy: 0.50 eV
Root-field coefficient: 16.0 (cm/MV)^0.5
Linear-field coefficient: 4.00 cm/MV
Temperature factor: 2.16
Field factors: root 3.18e+09; linear 1.79e+06
Use life, root field: 1.48e+09 s = 47.0 years
Use life, linear field: 8.35e+05 s = 0.0265 years
Ratio of the two use lives: 1774
Spacing standard deviation: 0.60 nm
Relative variance of x: spacing 0.273; clustering 0.833
Spacing effect, time factor at F=1.0e-07: 0.920
Spacing effect, time factor at F=0.9: 1.062
Slope at F=0.9, spacing variation alone: 1.224
Lifetime change for 1 K cooler: 3.74 %
Product time factor if b is 0.1 higher: 1.96
Line height: 60 nm; cell edge: 1.0 nm
Breakdown cells in test line: 6.00e+08
Finite-cell change of H at g=1, 99% time: 2.5e-06
```
